# Why an Undamped Polar Dielectric Half-Space Reflects Totally Between Two Frequencies: a program that tests the result

```python
# Result under test: a half-space with one undamped polar mode reflects all
# normally incident light between its transverse frequency nu_T and its
# longitudinal frequency nu_L, because its permittivity eps is negative there.
# Symbols: eps_inf = background permittivity, strength = squared coupling
# frequency Omega^2, eps = eps_inf + strength/(nu_T^2 - nu^2),
# kappa = sqrt(-eps) in the band, r = reflected/incident electric field,
# R = |r|^2, T = transmittance of a free-standing film, time factor exp(-i w t).
# Frequencies are wavenumbers in cm^-1, lengths are in nm.
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.linalg import eigvals
from scipy.optimize import brentq

# Rough typical values for the Si-O stretching mode of silica
nu_T, nu_L, eps_inf = 1070.0, 1250.0, 2.1
damping = 70.0                          # rough line width
film_nm = 500.0                         # chosen film thickness
rock_nu, rock_strength = 457.0, 0.9     # rough lower mode, static contribution
strength = eps_inf * (nu_L**2 - nu_T**2)


def permittivity(nu, gamma=0.0):
    return eps_inf + strength / (nu_T**2 - nu**2 - 1j * gamma * nu)


def vacuum_k(nu):
    return 2 * np.pi * nu * 1e-7        # rad per nm


def half_space_r(eps):
    index = np.sqrt(eps + 0j)           # root with non-negative imaginary part
    return (1 - index) / (1 + index)


def integrate_film(eps, nu, thickness):
    """Integrate E'' = -eps k0^2 E from the exit face back to the front."""
    depth = vacuum_k(nu) * thickness
    sol = solve_ivp(lambda x, y: [y[1], -eps * y[0]], (depth, 0.0),
                    np.array([1.0 + 0j, 1j]), method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    field, slope = sol.y[:, -1]
    incident = (field + slope / 1j) / 2
    reflected = (field - slope / 1j) / 2
    return reflected / incident, 1 / abs(incident)**2, field


# Permittivity and longitudinal frequency from the equation of motion
w2, wt2, mass, charge, density, e0, einf, E, u = sp.symbols(
    "w2 wt2 mass charge density e0 einf E u", positive=True)
u_driven = sp.solve(mass * (wt2 - w2) * u - charge * E, u)[0]
P_driven = density * charge * u_driven + e0 * (einf - 1) * E
eps_motion = 1 + P_driven / (e0 * E)
E_long = sp.Symbol("E_long")
E_free = sp.solve(e0 * einf * E_long + density * charge * u, E_long)[0]
wl2 = sp.solve(mass * (wt2 - w2) * u - charge * E_free, w2)[0]
assert sp.simplify(eps_motion - einf * (wl2 - w2) / (wt2 - w2)) == 0
omega2 = density * charge**2 / (e0 * mass)
assert sp.simplify(wl2 - wt2 - omega2 / einf) == 0

# Transverse normal modes of field plus oscillator: none inside the band.
# The lower branch nears nu_T only at large wavevector (k/2pi, in cm^-1).
lower, upper = [], []
k_max = 100000.0
for k in np.linspace(0.0, k_max, 2001):
    stiffness = np.array([[k**2, 0.0], [-strength, nu_T**2]])
    inertia = np.array([[eps_inf, 1.0], [0.0, 1.0]])
    squares = np.sort(eigvals(stiffness, inertia).real)
    lower.append(np.sqrt(max(squares[0], 0.0)))
    upper.append(np.sqrt(squares[1]))
assert max(lower) < nu_T and min(upper) > nu_L - 1e-5
assert nu_T - max(lower) < 1.0


def pulse_reflectance(center, width):
    """Time-domain Maxwell run with a moving oscillator in every medium cell.
    Length unit 10 micrometres, c = 1, time step equal to the cell size."""
    per_unit = 80
    dt = 1.0 / per_unit
    sigma = 1 / (2 * np.pi * width / 1000)
    steps = int(14 * sigma * per_unit)
    times = np.arange(-1, steps + 2) * dt
    pulse = (np.exp(-((times - 6 * sigma) / sigma)**2 / 2)
             * np.cos(2 * np.pi * center / 1000 * (times - 6 * sigma)))
    first = 5                           # first node inside the medium
    last = first + 50 * per_unit
    field, magnetic = np.zeros(last + 1), np.zeros(last)
    pol, pol_old = np.zeros(last - first), np.zeros(last - first)
    drive = (2 * np.pi * dt)**2 * strength / 1e6
    spring = (2 * np.pi * dt)**2 * nu_T**2 / 1e6
    reflected = np.zeros(steps)
    for n in range(steps):
        back = field[1] - pulse[n]      # left-going part reaching the edge
        magnetic -= field[1:] - field[:-1]
        change = magnetic[:-1] - magnetic[1:]
        pol_new = (2 - spring) * pol - pol_old + drive * field[first:last]
        field[1:first] += change[:first - 1]
        field[first:last] += (change[first - 1:] - pol_new + pol) / eps_inf
        pol_old, pol = pol, pol_new
        field[0] = pulse[n + 2] + back
        reflected[n] = back
    return np.sum(reflected**2) / np.sum(pulse**2)


pulse_width = 15.0
pulse_rows = []
for center in (900.0, 1160.0, 1800.0):
    simulated = pulse_reflectance(center, pulse_width)
    nus = np.linspace(center - 75, center + 75, 1501)
    weight = np.exp(-((nus - center) / pulse_width)**2)
    expected = np.sum(weight * abs(half_space_r(permittivity(nus)))**2)
    expected /= np.sum(weight)
    assert abs(simulated - expected) < 3e-3   # finite cell size
    pulse_rows.append((center, simulated, expected))
assert abs(pulse_rows[1][1] - 1) < 1e-3
assert pulse_rows[0][1] < 0.5 and pulse_rows[2][1] < 0.5

# In the band: phase, decay depth and total reflection by direct integration
band_rows = []
for nu in (1080.0, 1110.0, 1150.0, 1200.0, 1240.0):
    eps = permittivity(nu).real
    assert eps < 0
    kappa = np.sqrt(-eps)
    depth = 1 / (kappa * vacuum_k(nu))
    r_num, T_num, front = integrate_film(eps, nu, 15 * depth)
    inner = integrate_film(eps, nu, 14 * depth)[2]
    assert abs(abs(r_num)**2 - 1) < 1e-6 and T_num < 1e-10
    assert abs(r_num - np.exp(-2j * np.arctan(kappa))) < 1e-6
    assert abs(abs(front / inner) - np.e) < 1e-5
    band_rows.append((nu, eps, kappa, np.degrees(np.angle(r_num)),
                      depth, abs(r_num)**2))

# Same magnitude of permittivity, opposite sign, same thickness
nu_mid = 1150.0
eps_mid = permittivity(nu_mid).real
kappa_mid = np.sqrt(-eps_mid)
depth_mid = 1 / (kappa_mid * vacuum_k(nu_mid))
T_negative = integrate_film(eps_mid, nu_mid, 15 * depth_mid)[1]
T_positive = integrate_film(-eps_mid, nu_mid, 15 * depth_mid)[1]
assert T_negative < 1e-10 and T_positive > 0.5

# Finite thickness without damping
barrier = (kappa_mid + 1 / kappa_mid)**2 / 4
T_formula = 1 / (1 + barrier * np.sinh(film_nm / depth_mid)**2)
r_film, T_film, _ = integrate_film(eps_mid, nu_mid, film_nm)
assert abs(T_film - T_formula) < 1e-7
assert abs(abs(r_film)**2 + T_film - 1) < 1e-7
target_T = 0.01
thick_1pc = depth_mid * np.arcsinh(np.sqrt((1 / target_T - 1) / barrier))
assert abs(integrate_film(eps_mid, nu_mid, thick_1pc)[1] - target_T) < 1e-7

# Damping: half-space, limit of vanishing damping, and the damped film
eps_damped = permittivity(nu_mid, damping)
R_damped = abs(half_space_r(eps_damped))**2
damped_depth = 1 / (np.sqrt(eps_damped).imag * vacuum_k(nu_mid))
r_thick = integrate_film(eps_damped, nu_mid, 15 * damped_depth)[0]
assert abs(abs(r_thick)**2 - R_damped) < 1e-6
R_weak = abs(half_space_r(permittivity(nu_mid, damping / 100)))**2
R_weaker = abs(half_space_r(permittivity(nu_mid, damping / 10000)))**2
assert R_damped < R_weak < R_weaker < 1 and 1 - R_weaker < 1e-3
scan = np.linspace(1000.0, 1300.0, 3001)
R_scan = abs(half_space_r(permittivity(scan, damping)))**2
peak = int(np.argmax(R_scan))
r_df, T_df, _ = integrate_film(eps_damped, nu_mid, film_nm)
R_df = abs(r_df)**2
absorbed = 1 - R_df - T_df
assert absorbed > 0


# Lower-lying second mode, undamped
def two_mode(nu):
    return (permittivity(nu).real
            + rock_strength * rock_nu**2 / (rock_nu**2 - nu**2))


new_edge = brentq(two_mode, 1200.0, 1400.0)
inside = np.linspace(nu_T + 0.01, new_edge - 0.01, 2000)
assert np.all(two_mode(inside) < 0) and new_edge > nu_L

print(f"transverse frequency: {nu_T:.0f} cm^-1 = {1e4/nu_T:.3f} micrometre")
print(f"longitudinal frequency: {nu_L:.0f} cm^-1 = {1e4/nu_L:.3f} micrometre")
print(f"width of the band: {nu_L-nu_T:.0f} cm^-1")
print(f"background permittivity: {eps_inf:.2f}")
print(f"coupling frequency Omega: {np.sqrt(strength):.1f} cm^-1")
print(f"static permittivity of the one-mode model: {permittivity(0).real:.3f}")
print(f"largest wavevector k/2pi scanned: {k_max:.0f} cm^-1")
print(f"highest lower-branch frequency found: {max(lower):.2f} cm^-1")
print(f"lowest upper-branch frequency found: {min(upper):.2f} cm^-1")
print("half-space outside the band: nu (cm^-1), eps, index, R")
for nu in (900.0, 1000.0, 1300.0, 1800.0):
    eps = permittivity(nu).real
    R_out = abs(half_space_r(eps))**2
    assert eps > 0 and R_out < 1
    print(f"  {nu:.0f}  {eps:.3f}  {np.sqrt(eps):.3f}  {R_out:.4f}")
print("in the band: nu (cm^-1), eps, kappa, phase (deg), depth (nm), R")
for row in band_rows:
    print("  %.0f  %.3f  %.3f  %.1f  %.0f  %.6f" % row)
print(f"pulse spectral width parameter: {pulse_width:.0f} cm^-1")
print("pulses: centre (cm^-1), simulated R, formula R")
for row in pulse_rows:
    print("  %.0f  %.4f  %.4f" % row)
print(f"frequency for the tests below: {nu_mid:.0f} cm^-1")
print(f"slab of 15 field depths: {15*depth_mid:.0f} nm")
print(f"  T with eps = {eps_mid:.3f}: {T_negative:.1e}")
print(f"  T with eps = {-eps_mid:.3f}: {T_positive:.3f}")
print(f"undamped film thickness: {film_nm:.0f} nm")
print(f"  film R: {abs(r_film)**2:.3f}, film T: {T_film:.3f}")
print(f"thickness for T = {target_T:.2f}: {thick_1pc:.0f} nm")
print(f"damping: {damping:.0f} cm^-1")
print(f"  damped eps: {eps_damped.real:.3f} + {eps_damped.imag:.3f} i")
print(f"  damped half-space R: {R_damped:.3f}")
print(f"  R with damping/100: {R_weak:.5f}")
print(f"  R with damping/10000: {R_weaker:.7f}")
print(f"  highest damped R: {R_scan[peak]:.3f} at {scan[peak]:.0f} cm^-1")
print(f"damped {film_nm:.0f} nm film: R {R_df:.3f}, T {T_df:.3f}, "
      f"absorbed {absorbed:.3f}")
print(f"second mode: {rock_nu:.0f} cm^-1, static part {rock_strength:.1f}")
print(f"  eps at {nu_mid:.0f} cm^-1 with it: {two_mode(nu_mid):.3f}")
print(f"  upper band edge with it: {new_edge:.1f} cm^-1")
print(f"  shift of the upper edge: {new_edge-nu_L:.1f} cm^-1")
print("success")
```

Printed output:

```
transverse frequency: 1070 cm^-1 = 9.346 micrometre
longitudinal frequency: 1250 cm^-1 = 8.000 micrometre
width of the band: 180 cm^-1
background permittivity: 2.10
coupling frequency Omega: 936.5 cm^-1
static permittivity of the one-mode model: 2.866
largest wavevector k/2pi scanned: 100000 cm^-1
highest lower-branch frequency found: 1069.95 cm^-1
lowest upper-branch frequency found: 1250.00 cm^-1
half-space outside the band: nu (cm^-1), eps, index, R
  900  4.719  2.172  0.1366
  1000  8.152  2.855  0.2316
  1300  0.491  0.701  0.0309
  1800  1.681  1.297  0.0167
in the band: nu (cm^-1), eps, kappa, phase (deg), depth (nm), R
  1080  -38.689  6.220  -161.7  237  1.000000
  1110  -7.957  2.821  -141.0  508  1.000000
  1150  -2.838  1.685  -118.6  822  1.000000
  1200  -0.872  0.934  -86.1  1421  1.000000
  1240  -0.133  0.365  -40.1  3517  1.000000
pulse spectral width parameter: 15 cm^-1
pulses: centre (cm^-1), simulated R, formula R
  900  0.1375  0.1368
  1160  1.0000  1.0000
  1800  0.0169  0.0167
frequency for the tests below: 1150 cm^-1
slab of 15 field depths: 12323 nm
  T with eps = -2.838: 2.9e-13
  T with eps = 2.838: 0.888
undamped film thickness: 500 nm
  film R: 0.352, film T: 0.648
thickness for T = 0.01: 2353 nm
damping: 70 cm^-1
  damped eps: -1.996 + 1.857 i
  damped half-space R: 0.510
  R with damping/100: 0.99310
  R with damping/10000: 0.9999308
  highest damped R: 0.522 at 1127 cm^-1
damped 500 nm film: R 0.199, T 0.451, absorbed 0.349
second mode: 457 cm^-1, static part 0.9
  eps at 1150 cm^-1 with it: -3.007
  upper band edge with it: 1261.5 cm^-1
  shift of the upper edge: 11.5 cm^-1
success
```
